# Electron flux on a mesh edge with linear potential and temperature: test program

```python
"""Constant electron flux on a mesh edge with linear potential and temperature.

Result under test:
  F = (k*TL/(e*h)) * [mu1*n1*B(-u) - mu2*n2*B(u)]
  u = e*dpsi/(k*TL) - (s+p)*L,  L = ln(T2/T1),  TL = (T2-T1)/L
  B(u) = u/(exp(u)-1)
F: particle flux from node 1 to node 2; n: electron density; h: edge length;
dpsi: potential at node 2 minus node 1; mu = MU_REF*(T/T_REF)**(-p);
s = 1+r, where the relaxation time varies as kinetic energy to the power r.
Lengths are in cm, potentials in V, temperatures in K, densities in cm^-3.
"""
import numpy as np
from math import gamma
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from mpmath import polylog

KV = const.k / const.e
Q = const.e
MU_REF, T_REF = 900.0, 300.0


def bern(x):
    return 1.0 if x == 0 else x / np.expm1(x)


def bern_slope(x):
    return (np.expm1(x) - x * np.exp(x)) / np.expm1(x)**2


def mobility(T, p):
    return MU_REF * (T / T_REF)**(-p)


def edge_numbers(dpsi, T1, T2, s, p):
    L = np.log1p((T2 - T1) / T1)
    TL = T1 if T2 == T1 else (T2 - T1) / L
    return L, TL, dpsi / (KV * TL) - (s + p) * L


def flux(n1, n2, dpsi, T1, T2, s, p, h):
    L, TL, u = edge_numbers(dpsi, T1, T2, s, p)
    return KV * TL / h * (mobility(T1, p) * n1 * bern(-u)
                          - mobility(T2, p) * n2 * bern(u))


def ode_flux(n1, n2, dpsi, T1, T2, s, p, h, bow=0.0, xmid=0.3):
    """Solve the two-point problem directly in x by linear superposition.

    bow is the midpoint departure of the potential from a straight line.
    Returns the flux and the density at the fraction xmid of the edge.
    """
    def rhs(x, y):
        T = T1 + (T2 - T1) * x
        slope = dpsi + 4 * bow * (1 - 2 * x)
        a = (slope - s * KV * (T2 - T1)) / (KV * T)
        source = MU_REF * T_REF / (mobility(T, p) * T)
        return [a * y[0], a * y[1] - source]
    sol = solve_ivp(rhs, (0, 1), [1.0, 0.0], method="DOP853",
                    t_eval=[xmid, 1.0], rtol=1e-11, atol=1e-13)
    assert sol.success
    g = (n2 - n1 * sol.y[0, 1]) / sol.y[1, 1]
    nmid = n1 * sol.y[0, 0] + g * sol.y[1, 0]
    return g * MU_REF * KV * T_REF / h, nmid


def isothermal_quadrature(n1, n2, dpsi, T, p, h):
    u = dpsi / (KV * T)
    integral = quad(lambda x: np.exp(-u * x), 0, 1, epsabs=1e-13)[0]
    return mobility(T, p) * KV * T / h * (n1 - n2 * np.exp(-u)) / integral


# Transport law from energy integrals, in reduced units k = e = mass = 1.
for r in (-0.5, 0.0, 1.5):
    T0, n0, dT0, dn0, dpsi0, d = 1.3, 0.8, 0.4, 0.3, 0.6, 1e-4

    def maxwell(x, energy):
        T = T0 + dT0 * x
        return (n0 + dn0 * x) * np.exp(-energy / T) / (gamma(1.5) * T**1.5)

    def weight(energy):
        return 2 / 3 * energy**(1.5 + r)

    F_kin = -quad(lambda E: weight(E) * (maxwell(d, E + dpsi0 * d)
                  - maxwell(-d, E - dpsi0 * d)) / (2 * d), 0, 70)[0]
    mu_kin = -quad(lambda E: weight(E) * (maxwell(0, E + d)
                   - maxwell(0, E - d)) / (2 * d), 0, 70)[0] / n0
    F_law = -mu_kin * (T0 * dn0 + (1 + r) * n0 * dT0 - n0 * dpsi0)
    assert abs(F_kin / F_law - 1) < 1e-6

# Flux, interior density and edge splitting against direct integration.
h = 200e-7
cases = [(1.0, 1.1, 0.02, 500., 510., 0.5, 2.4),
         (1.0, 3.0, 0.30, 300., 900., 0.5, 2.4),
         (2.0, 0.7, -0.20, 700., 350., 1.0, 1.5),
         (1.0, 0.4, 0.0, 400., 600., 2.5, 0.0)]
worst_flux = 0.0
for n1, n2, dpsi, T1, T2, s, p in cases:
    F = flux(n1, n2, dpsi, T1, T2, s, p, h)
    F_ode, nmid = ode_flux(n1, n2, dpsi, T1, T2, s, p, h)
    worst_flux = max(worst_flux, abs(F / F_ode - 1))
    L, TL, u = edge_numbers(dpsi, T1, T2, s, p)
    Tm = T1 + 0.3 * (T2 - T1)
    lam = np.log(Tm / T1) / L
    N1, N2 = mobility(T1, p) * n1, mobility(T2, p) * n2
    N = N1 + (N2 - N1) * np.expm1(u * lam) / np.expm1(u)
    assert abs(N / mobility(Tm, p) / nmid - 1) < 1e-7
    left = flux(n1, nmid, 0.3 * dpsi, T1, Tm, s, p, 0.3 * h)
    right = flux(nmid, n2, 0.7 * dpsi, Tm, T2, s, p, 0.7 * h)
    assert abs(left / F - 1) < 1e-6 and abs(right / F - 1) < 1e-6
    nzero = n1 * (T1 / T2)**s * np.exp(dpsi / (KV * TL))
    F_zero = ode_flux(n1, nzero, dpsi, T1, T2, s, p, h)[0]
    scale = mobility(T1, p) * KV * T1 * (n1 + nzero) / h
    assert abs(F_zero) / scale < 1e-7
assert worst_flux < 1e-7

# Bernoulli limit and its first correction at fixed mean temperature.
n1, n2, dpsi, Tbar, s, p = 1.0, 3.0, 0.10, 500.0, 0.5, 2.4
F0 = isothermal_quadrature(n1, n2, dpsi, Tbar, p, h)
for dT in (0.0, 1e-6, -1e-6):
    F = flux(n1, n2, dpsi, Tbar - dT / 2, Tbar + dT / 2, s, p, h)
    assert abs(F / F0 - 1) < 1e-7
dT = 2.0
plus = ode_flux(n1, n2, dpsi, Tbar - dT / 2, Tbar + dT / 2, s, p, h)[0]
minus = ode_flux(n1, n2, dpsi, Tbar + dT / 2, Tbar - dT / 2, s, p, h)[0]
slope_ode = (plus - minus) / (2 * dT / Tbar)
u0 = dpsi / (KV * Tbar)
slope_law = mobility(Tbar, p) * KV * Tbar / h * (
    p / 2 * (bern(-u0) * n1 + bern(u0) * n2)
    + (s + p) * (bern_slope(-u0) * n1 + bern_slope(u0) * n2))
# The central difference leaves an error of second order in dT/Tbar.
assert abs(slope_ode / slope_law - 1) < 2e-3

# Worked edge: round values, rough regime of a wide-gap drift layer.
T1, T2, dpsi, n1, n2 = 500.0, 510.0, 0.020, 1.0e15, 1.1e15
r, p = -0.5, 2.4
s = 1 + r
Tbar = (T1 + T2) / 2
L, TL, u = edge_numbers(dpsi, T1, T2, s, p)
F = flux(n1, n2, dpsi, T1, T2, s, p, h)
F_ode = ode_flux(n1, n2, dpsi, T1, T2, s, p, h)[0]
F_iso = isothermal_quadrature(n1, n2, dpsi, Tbar, p, h)
F_no_td = flux(n1, n2, dpsi, T1, T2, 0.0, p, h)
n_zero = n1 * (T1 / T2)**s
F_false = isothermal_quadrature(n1, n_zero, 0.0, Tbar, p, h)

# Seebeck check: zero-flux quasi-Fermi slope against mean transport energy.
mass_dos = 0.8


def band_density(T):
    return 2 * (mass_dos * const.m_e * const.k * T
                / (2 * np.pi * const.hbar**2))**1.5 * 1e-6


step = 0.05
Ta, Tb = T1 - step, T1 + step
na = n1 * (T1 / Ta)**s
# Find the hot-side density from the flux formula, which is linear in it.
fa = flux(na, 0.0, 0.0, Ta, Tb, s, p, h)
fb = flux(0.0, 1.0, 0.0, Ta, Tb, s, p, h)
nb = -fa / fb
fermi_a = KV * Ta * np.log(na / band_density(Ta))
fermi_b = KV * Tb * np.log(nb / band_density(Tb))
seebeck_slope = (fermi_b - fermi_a) / (Tb - Ta)
top = quad(lambda z: z**(2.5 + r) * np.exp(-z), 0, 70)[0]
bottom = quad(lambda z: z**(1.5 + r) * np.exp(-z), 0, 70)[0]
seebeck = -KV * (top / bottom - np.log(n1 / band_density(T1)))
assert abs(seebeck_slope / seebeck - 1) < 1e-5

# Sizes of neglected effects, with rough typical inputs.
affinity_rate, eps_r, v_sat = 0.2e-3, 10.0, 2e7
tau_energy, gap, field_break = 0.3e-12, 3.0, 2.5
field = dpsi / h
mu_bar = mobility(Tbar, p)
F_aff = flux(n1, n2, dpsi + affinity_rate * (T2 - T1), T1, T2, s, p, h)
bow = -Q * (n2 - n1) * h**2 / (16 * eps_r * const.epsilon_0 * 1e-2)
F_bow = ode_flux(n1, n2, dpsi, T1, T2, s, p, h, bow=bow)[0]
F_r0 = flux(n1, n2, dpsi, T1, T2, 1.0, p, h)
heating = 2 / 3 * mu_bar * field**2 * tau_energy / KV
z = n2 / band_density(T1)
degeneracy = float(polylog(1.5, -z) / polylog(0.5, -z)) - 1
n_intrinsic = band_density(T2) * np.exp(-gap / (2 * KV * T2))
debye = np.sqrt(eps_r * const.epsilon_0 * 1e-2 * KV * T1 / (Q * n1))


def show(label, value, unit="", fmt=".5g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("edge length", h * 1e7, "nm")
show("temperature node 1", T1, "K")
show("temperature node 2", T2, "K")
show("potential rise", dpsi * 1e3, "mV")
show("density node 1", n1, "cm^-3")
show("density node 2", n2, "cm^-3")
show("reference mobility at 300 K", MU_REF, "cm2/Vs")
show("mobility exponent p", p)
show("scattering exponent r", r)
show("thermal-diffusion factor s", s)
show("mobility node 1", mobility(T1, p), "cm2/Vs")
show("mobility node 2", mobility(T2, p), "cm2/Vs")
show("log temperature ratio L", L, "", ".6f")
show("logarithmic mean temperature", TL, "K", ".4f")
show("potential part of u", dpsi / (KV * TL), "", ".6f")
show("thermal part of u", -(s + p) * L, "", ".6f")
show("u", u, "", ".6f")
show("weight B(-u)", bern(-u), "", ".6f")
show("weight B(u)", bern(u), "", ".6f")
show("flux, formula", F, "cm^-2 s^-1", ".6e")
show("flux, direct integration", F_ode, "cm^-2 s^-1", ".6e")
show("electric current density", -Q * F, "A/cm2", ".4f")
show("isothermal current at mean T", -Q * F_iso, "A/cm2", ".4f")
show("current without thermal diffusion", -Q * F_no_td, "A/cm2", ".4f")
show("flux change by thermal diffusion", 100 * (F / F_no_td - 1), "%", ".3f")
for dT in (10.0, 1.0, 0.1, 0.01):
    Fd = flux(n1, n2, dpsi, Tbar - dT / 2, Tbar + dT / 2, s, p, h)
    show(f"departure from isothermal, dT={dT:g} K",
         100 * (Fd / F_iso - 1), "%", ".6f")
show("zero-flux density node 2, no potential drop", n_zero, "cm^-3", ".5e")
show("false isothermal current there", -Q * F_false, "A/cm2", ".4f")
show("zero-flux potential rise, equal n", s * KV * (T2 - T1) * 1e3, "mV")
show("Seebeck coefficient at node 1", seebeck * 1e3, "mV/K", ".4f")
show("worst relative flux error in tests", worst_flux, "", ".1e")
show("rough affinity rate", affinity_rate * 1e3, "meV/K")
show("flux change by band-edge shift", 100 * (F_aff / F - 1), "%", ".2f")
show("rough relative permittivity", eps_r)
show("Debye length", debye * 1e7, "nm", ".1f")
show("space-charge bow of potential", bow * 1e3, "mV", ".3f")
show("flux change by that bow", 100 * (F_bow / F - 1), "%", ".3f")
show("flux change if r = 0", 100 * (F_r0 / F - 1), "%", ".2f")
show("rough saturation velocity", v_sat, "cm/s", ".1e")
show("drift over saturation velocity", 100 * mu_bar * field / v_sat, "%", ".2f")
show("rough energy relaxation time", tau_energy * 1e12, "ps")
show("carrier heating above lattice", heating, "K", ".2f")
show("rough density-of-states mass", mass_dos, "electron masses")
show("degeneracy change of D/mu", 100 * degeneracy, "%", ".1e")
show("rough gap when hot", gap, "eV")
show("intrinsic density scale at node 2", n_intrinsic, "cm^-3", ".1e")
show("field", field * 1e-6, "MV/cm")
show("rough breakdown field", field_break, "MV/cm")
show("field over breakdown field", field * 1e-6 / field_break, "", ".1e")
print("all assertions hold")
```

It prints:

```
edge length: 200 nm
temperature node 1: 500 K
temperature node 2: 510 K
potential rise: 20 mV
density node 1: 1e+15 cm^-3
density node 2: 1.1e+15 cm^-3
reference mobility at 300 K: 900 cm2/Vs
mobility exponent p: 2.4
scattering exponent r: -0.5
thermal-diffusion factor s: 0.5
mobility node 1: 264.12 cm2/Vs
mobility node 2: 251.86 cm2/Vs
log temperature ratio L: 0.019803
logarithmic mean temperature: 504.9835 K
potential part of u: 0.459600
thermal part of u: -0.057428
u: 0.402172
weight B(-u): 1.214528
weight B(u): 0.812356
flux, formula: 2.082709e+20 cm^-2 s^-1
flux, direct integration: 2.082709e+20 cm^-2 s^-1
electric current density: -33.3687 A/cm2
isothermal current at mean T: -34.2363 A/cm2
current without thermal diffusion: -34.2996 A/cm2
flux change by thermal diffusion: -2.714 %
departure from isothermal, dT=10 K: -2.534341 %
departure from isothermal, dT=1 K: -0.252938 %
departure from isothermal, dT=0.1 K: -0.025289 %
departure from isothermal, dT=0.01 K: -0.002529 %
zero-flux density node 2, no potential drop: 9.90148e+14 cm^-3
false isothermal current there: -0.8858 A/cm2
zero-flux potential rise, equal n: 0.43087 mV
Seebeck coefficient at node 1: -1.0825 mV/K
worst relative flux error in tests: 8.8e-13
rough affinity rate: 0.2 meV/K
flux change by band-edge shift: 12.95 %
rough relative permittivity: 10
Debye length: 154.3 nm
space-charge bow of potential: -0.452 mV
flux change by that bow: -0.728 %
flux change if r = 0: -2.79 %
rough saturation velocity: 2.0e+07 cm/s
drift over saturation velocity: 1.29 %
rough energy relaxation time: 0.3 ps
carrier heating above lattice: 0.60 K
rough density-of-states mass: 0.8 electron masses
degeneracy change of D/mu: 1.0e-03 %
rough gap when hot: 3 eV
intrinsic density scale at node 2: 6.0e+04 cm^-3
field: 0.001 MV/cm
rough breakdown field: 2.5 MV/cm
field over breakdown field: 4.0e-04
all assertions hold
```
